# Zero Hall coefficient in low-field two-carrier transport

## The result

A film holds holes of density $p$ and mobility $\mu_h$, and electrons of density $n$ and mobility $\mu_e$. Both mobilities are taken positive. In a weak magnetic field its Hall coefficient is

$$R_H=\frac{p\mu_h^2-n\mu_e^2}{e\,(p\mu_h+n\mu_e)^2}, \qquad (1)$$

so that

$$R_H=0\quad\Longleftrightarrow\quad p\mu_h^2=n\mu_e^2 .\qquad (2)$$

The statement belongs to a definite model:

- the film is uniform and isotropic in its plane;
- each carrier type has one relaxation time, independent of energy;
- $\mu_hB\ll1$ and $\mu_eB\ll1$;
- the bar is much wider than the distance an electron–hole pair diffuses before it recombines;
- the temperature is uniform across the bar.

The first, second and fourth conditions are relaxed below, and the finite-field formula is also derived. The subject matters for p-type oxides because a small number of mobile electrons can cancel, or reverse, the Hall signal of many slow holes.

## Force balance

Let $\mathbf B=B\hat z$, and let the current flow along $x$. For a hole of mass $m_h$ and relaxation time $\tau_h$, the steady balance of force and friction is $m_h\mathbf v_h/\tau_h=e(\mathbf E+\mathbf v_h\times\mathbf B)$. With $\mu_h=e\tau_h/m_h$,

$$\mathbf v_h=\mu_h(\mathbf E+\mathbf v_h\times\mathbf B).$$

Since $\mathbf v\times\mathbf B=(v_yB,\,-v_xB)$ in the plane,

$$v_{hx}=\mu_h(E_x+v_{hy}B),\qquad v_{hy}=\mu_h(E_y-v_{hx}B).$$

Insert the second equation into the first:

$$v_{hx}=\mu_hE_x+\mu_h^2BE_y-\mu_h^2B^2v_{hx}.$$

Collecting $v_{hx}$, and doing the same for $v_{hy}$, gives

$$v_{hx}=\frac{\mu_hE_x+\mu_h^2BE_y}{1+\mu_h^2B^2},\qquad
v_{hy}=\frac{\mu_hE_y-\mu_h^2BE_x}{1+\mu_h^2B^2}.$$

An electron has charge $-e$, so its equation follows from $\mu_h\to-\mu_e$:

$$v_{ex}=\frac{-\mu_eE_x+\mu_e^2BE_y}{1+\mu_e^2B^2},\qquad
v_{ey}=\frac{-\mu_eE_y-\mu_e^2BE_x}{1+\mu_e^2B^2}.$$

The terms linear in mobility have changed sign. The quadratic ones have not.

## From currents to the Hall coefficient

The current density is $\mathbf J=e(p\mathbf v_h-n\mathbf v_e)$. The minus sign now acts on the quadratic electron terms, and

$$J_x=SE_x+AE_y,\qquad J_y=-AE_x+SE_y,$$

$$S=e\left[\frac{p\mu_h}{1+\mu_h^2B^2}+\frac{n\mu_e}{1+\mu_e^2B^2}\right],\quad
A=eB\left[\frac{p\mu_h^2}{1+\mu_h^2B^2}-\frac{n\mu_e^2}{1+\mu_e^2B^2}\right].$$

No net current leaves through the sides, so $J_y=0$ and $E_y=(A/S)E_x$. Then $J_x=(S+A^2/S)E_x$, and

$$R_H\equiv\frac{E_y}{J_xB}=\frac{A}{B(S^2+A^2)}.\qquad (3)$$

As $B\to0$, $A/B\to e(p\mu_h^2-n\mu_e^2)$, $S\to e(p\mu_h+n\mu_e)$ and $A\to0$. This gives (1). Its denominator is positive whenever carriers are present, so the zero of the numerator is the zero of $R_H$.

With $n=0$, (1) gives $R_H=1/(ep)$; with $p=0$ it gives $-1/(en)$. The signs are therefore the usual ones. Two mixed cases show what the null is not:

- For equal densities, $p=n$, one finds $R_H=(\mu_h-\mu_e)/[en(\mu_h+\mu_e)]$.
- For equal conductivities, $p\mu_h=n\mu_e$, one finds $R_H=(\mu_h-\mu_e)/(4ep\mu_h)$.

Neither vanishes unless the mobilities are equal.

## Finite magnetic field

Put the two terms of $A$ over a common denominator, $D=(1+\mu_h^2B^2)(1+\mu_e^2B^2)$:

$$\frac AB=\frac eD\left[p\mu_h^2-n\mu_e^2+(p-n)\mu_h^2\mu_e^2B^2\right].$$

For $S^2+A^2$, use the complex sum $S+iA$. Because $(1+i\mu_hB)/(1+\mu_h^2B^2)=1/(1-i\mu_hB)$,

$$S+iA=e\left[\frac{p\mu_h}{1-i\mu_hB}+\frac{n\mu_e}{1+i\mu_eB}\right]
=e\,\frac{p\mu_h+n\mu_e+i(p-n)\mu_h\mu_eB}{(1-i\mu_hB)(1+i\mu_eB)}.$$

The squared modulus of the last denominator is $D$. It cancels in (3), leaving

$$R_H=\frac{p\mu_h^2-n\mu_e^2+(p-n)\mu_h^2\mu_e^2B^2}{e\left[(p\mu_h+n\mu_e)^2+(p-n)^2\mu_h^2\mu_e^2B^2\right]}.\qquad (4)$$

If (2) holds and $p\ne n$, a residue proportional to $B^2$ remains at small field. The null at finite field lies instead at $p\mu_h^2(1+\mu_e^2B^2)=n\mu_e^2(1+\mu_h^2B^2)$. In the opposite limit of strong field, (4) tends to $1/[e(p-n)]$ for $p\neq n$: the mobilities drop out, and so does the condition (2).

## What happens at the null

At the low-field null $E_y=0$, but the carriers are still deflected. To first order in $B$,

$$pv_{hy}=-p\mu_h^2BE_x,\qquad nv_{ey}=-n\mu_e^2BE_x .$$

For $E_x>0$ both types move towards $-y$. Holes and electrons drift in opposite directions along $x$, but they also have opposite charges, and the two signs cancel in the magnetic force.

One factor of mobility sets the drift speed. The second sets the sideways velocity which the magnetic force on that drift produces. Condition (2) says that the two sideways particle fluxes are equal. They carry no net charge, so no transverse field is needed to stop a current.

This neutral stream of pairs must end somewhere. Pairs must recombine near one edge and be generated near the other, which is where the width of the bar enters.

## Side walls and pair diffusion

Let the side walls at $y=\pm W/2$ block both carriers. Pairs pile up near one wall and are depleted near the other. Assume local neutrality, so that both densities change by the same $\delta(y)$, and keep first order in $B$. With diffusion constants $D_{h,e}=\mu_{h,e}V_T$ and $V_T=k_BT/e$, the particle fluxes along $y$ are

$$\phi_h=p\mu_h(E_y-\mu_hBE_x)-D_h\delta',\qquad
\phi_e=-n\mu_e(E_y+\mu_eBE_x)-D_e\delta'.$$

The condition $J_y=0$ means $\phi_h=\phi_e=\phi$. Multiply the first equation by $n\mu_e$, the second by $p\mu_h$, and add; $E_y$ cancels:

$$(p\mu_h+n\mu_e)\phi=-pn\mu_h\mu_e(\mu_h+\mu_e)BE_x-V_T\mu_h\mu_e(p+n)\delta'.$$

Thus $\phi=-\phi_0-D_a\delta'$, with

$$\phi_0=\frac{pn\mu_h\mu_e(\mu_h+\mu_e)BE_x}{p\mu_h+n\mu_e},\qquad
D_a=\frac{V_T\mu_h\mu_e(p+n)}{p\mu_h+n\mu_e}.$$

For a pair lifetime $\tau_r$, continuity reads $\phi'=-\delta/\tau_r$. Hence $\delta''=\delta/L^2$ with $L=\sqrt{D_a\tau_r}$. Blocking walls require $\delta'=-\phi_0/D_a$ at both edges, so

$$\delta(y)=-\frac{\phi_0L}{D_a}\,\frac{\sinh(y/L)}{\cosh(W/2L)} .$$

The mean slope is the difference of $\delta$ between the walls divided by $W$:

$$\overline{\delta'}=-\frac{\phi_0}{D_a}F,\qquad F=\frac{\tanh u}{u},\quad u=\frac{W}{2L}.$$

Now subtract the two flux equations:

$$(p\mu_h+n\mu_e)E_y=(p\mu_h^2-n\mu_e^2)BE_x+V_T(\mu_h-\mu_e)\delta'.$$

Average over the width and use $\phi_0/D_a=pn(\mu_h+\mu_e)BE_x/[V_T(p+n)]$. Since $\delta$ is odd in $y$, the mean $J_x$ is unchanged to first order. The numerator of (1) is therefore replaced by

$$p\mu_h^2-n\mu_e^2+F\,\frac{pn(\mu_e^2-\mu_h^2)}{p+n}.\qquad (5)$$

A wide bar has $F\to0$, and (2) returns. A very narrow bar has $F\to1$. Over the common denominator $p+n$, the terms in (5) then combine to

$$\frac{p^2\mu_h^2-n^2\mu_e^2}{p+n}=\frac{(p\mu_h-n\mu_e)(p\mu_h+n\mu_e)}{p+n},$$

and the null of the mean field moves to $p\mu_h=n\mu_e$. For this field, rule (2) thus fails when pairs cannot recombine within the width. Fast recombination at the walls, which this calculation excludes, would weaken the pile-up.

A measured Hall voltage depends on the probes as well. Suppose that small metal probes draw no net current and keep $\delta=0$ where they touch the film. Integrated from one probe to the other, the diffusion term in the equation for $E_y$ then vanishes, because $\delta$ is the same at both ends. In the limit of small current, the voltage between such probes obeys (1), and its null obeys (2), whatever the width.

## Energy-dependent scattering and texture

If $\tau$ depends on energy, each energy has its own mobility. At low field, $S$ contains the mean $\langle\mu\rangle$ and $A$ contains $\langle\mu^2\rangle$. Let $\mu_h,\mu_e$ now denote the mean (drift) mobilities, and define the Hall factor $r=\langle\tau^2\rangle/\langle\tau\rangle^2$. The null becomes

$$r_hp\mu_h^2=r_en\mu_e^2.\qquad (6)$$

In a parabolic, nondegenerate band the weight in these means is $x^{3/2}e^{-x}$, where $x$ is energy over $k_BT$: a factor $x^{1/2}$ comes from the density of states and a factor $x$ from the squared velocity. For $\tau\propto x^s$, $\langle x^s\rangle=\Gamma(\tfrac52+s)/\Gamma(\tfrac52)$, and

$$r=\frac{\Gamma(\frac52+2s)\,\Gamma(\frac52)}{\Gamma(\frac52+s)^2}.$$

Acoustic-phonon scattering, $s=-\tfrac12$, gives $r=1.178$. The simple power law for ionized impurities, $s=\tfrac32$, gives $r=1.933$.

Anisotropic mass acts in a similar way. Let holes have mass $m_t$ in the crystal plane and $m_c$ along the $c$ axis, with $K=m_c/m_t$. If $c$ is normal to the film, the motion is isotropic in the plane and no correction arises. For randomly oriented grains, assume that every grain feels the same electric field. The mean inverse mass is $\frac13(2/m_t+1/m_c)$. The Hall term contains the two-by-two determinant of the inverse-mass tensor in the film plane, whose rotational mean is $\frac13(1/m_t^2+2/m_tm_c)$. Dividing this by the square of the former gives

$$r_{\rm texture}=\frac{3K(K+2)}{(2K+1)^2}.$$

## The null in thermal equilibrium

Let $b=\mu_e/\mu_h$. Condition (2) is $p/n=b^2$. With $np=n_i^2$, where $n_i$ is the intrinsic density,

$$p=bn_i,\qquad n=n_i/b .$$

Hence $p\mu_h=n_i\mu_e$ and $n\mu_e=n_i\mu_h$, so

$$\sigma=en_i(\mu_e+\mu_h).$$

This equals the conductivity of intrinsic material at the same temperature and mobilities, although for $b>1$ the film is p-type and holes carry the fraction $b/(1+b)$ of the current.

For fully ionized net acceptors of density $N$, neutrality is $p-n=N$. Therefore

$$n_i(T)=\frac{Nb}{b^2-1}.\qquad (7)$$

A null in a p-type film needs $b>1$. If instead the required density ratio is $p/n=x$, the same steps give $n_i=N\sqrt x/(x-1)$. This form converts each correction into a temperature shift.

## Example: a tin monoxide film

Take a lightly doped film with its $c$ axis normal to the surface. The parameters are rough or assumed:

- gap $0.70$ eV;
- electron mass $0.40\,m_0$; hole masses $3.0\,m_0$ in plane and $0.60\,m_0$ along $c$, so the density-of-states mass is $(3.0^2\times0.60)^{1/3}m_0=1.75\,m_0$;
- $\mu_h=10$ and $\mu_e=30$ cm²/Vs, hence $b=3$;
- $N=3.0\times10^{16}$ cm⁻³.

Gap and mobilities are held fixed as temperature changes. Equation (7) requires

$$n_i=3.0\times10^{16}\times\tfrac38=1.125\times10^{16}\ \text{cm}^{-3}.$$

The intrinsic density is $n_i=\sqrt{N_cN_v}\,e^{-E_g/2k_BT}$, with band densities $N_{c,v}=2(2\pi m_{c,v}k_BT/h^2)^{3/2}$; here $m_{c,v}$ are the electron and hole density-of-states masses. Solving numerically for $T$ gives about 495 K, or 222 °C.

At the null $p=3.375\times10^{16}$ and $n=3.75\times10^{15}$ cm⁻³. In these units $p\mu_h^2=3.375\times10^{16}\times100$ and $n\mu_e^2=3.75\times10^{15}\times900$, both $3.375\times10^{18}$. The conductivity is $0.072$ S/cm, and holes carry 75 % of the current.

Neutrality and (1) give the following values around the null:

| $T$ (K) | $p$ (cm⁻³) | $R_H$ (cm³/C) | $1/(eR_H)$ (cm⁻³) |
|---|---|---|---|
| 300 | $3.00\times10^{16}$ | 208 | $3.00\times10^{16}$ |
| 450 | $3.06\times10^{16}$ | 151 | $4.14\times10^{16}$ |
| null − 10 | $3.26\times10^{16}$ | 35 | $1.78\times10^{17}$ |
| null + 10 | $3.53\times10^{16}$ | −29 | $-2.15\times10^{17}$ |

The last column is the density that a one-carrier reading would report. Ten kelvin below the null it is more than five times the true hole density. Ten kelvin above, it indicates electrons, while holes still outnumber them and still carry most of the current.

For thickness $t=300$ nm, current $I=1$ µA and $B=1$ T, the Hall voltage $R_HIB/t$ is $0.69$ mV at 300 K. At the low-field null, (4) leaves a residue of $2.8$ nV. This is a value of the isothermal, wide-bar formula only. The pair stream also carries the gap energy from one edge to the other, and the thermoelectric voltage of the resulting temperature difference, which reverses with $B$ and with $I$ like the Hall voltage, can exceed this residue. The field is weak in the required sense, since $\mu_eB=0.003$.

## How far the neglected effects move the null

Differentiating $\ln n_i$ at fixed gap gives

$$\frac{d\ln n_i}{dT}=\frac1T\left(\frac32+\frac{E_g}{2k_BT}\right)\approx0.02\ \text{K}^{-1}$$

near the null. A factor of two in the required $n_i$ therefore costs roughly 35 K. The following null temperatures come from solving the full equation, with one change at a time from the 495 K case.

**Width.** For an assumed pair lifetime of 1 ns, $L=0.33$ µm. A bar 100 µm wide has $F=0.0065$, and the null of the mean transverse field moves by 0.2 K. In a bar much narrower than $L$ this field would vanish at 542 K, although probes that keep $\delta=0$ would still show the null at 495 K.

**Hall factors.** If impurities scatter the holes and phonons the electrons, (6) gives 513 K; the reverse gives 481 K. Random grain texture, with $K=0.20$ and $r_{\rm texture}=0.673$ for holes, gives 484 K at the same mean mobilities.

**Band parameters.** A gap smaller by 0.10 eV gives 435 K, the largest shift in this section. Doubling $n_i$, as an error in the densities of states might do, gives 462 K.

**Surface bending.** Layers in parallel share the same in-plane field, so their currents add and the densities in (2) become integrals over thickness. For an assumed relative permittivity of 15, the Debye length $\sqrt{\varepsilon V_T/[e(p+n)]}$ is 31 nm. Take a potential step of $k_BT/e$ at one surface, decaying exponentially over this length. The null then moves by about 7 K, down if the surface loses holes and up if it gains them. This is an estimate, because the exponential profile strictly belongs to smaller steps.

**Statistics.** The hole density is $3\times10^{-4}$ of $N_v$, so degeneracy is negligible. An acceptor level at 0.10 eV with degeneracy factor 2 would leave 0.6 % of the acceptors neutral at the null. At 300 K it would leave about 4.5 % neutral and raise $R_H$ from 208 to about 218 cm³/C, so the 300 K values above depend on full ionization.

**Band transport itself.** From $\tau=\mu m/e$, the collisional broadening $\hbar/\tau$ is 39 meV for in-plane holes and 97 meV for electrons, while $k_BT=43$ meV. Carrier energies are thus not sharp on the thermal scale, and the relaxation-time picture is insecure. The Hall factors above cannot then be trusted as numbers. If $r_h/r_e$ were 3 or $1/3$, the null would lie at 542 K or 465 K; these are illustrations, not bounds.

## Beside real films

Tin monoxide is a p-type oxide with an indirect gap of roughly 0.7 eV. A hole mobility of 10 cm²/Vs represents good material; many films reach only a few. The doping chosen is low, since hole densities of roughly $10^{17}$ to $10^{18}$ cm⁻³ are more typical. Ten times the doping needs ten times the $n_i$, which in this model raises the null by more than 100 K, towards temperatures at which the oxide may decompose into tin and tin dioxide.

The electron mobility is the least certain input. If electrons are no faster than holes, and the Hall factors, texture included, are equal, a uniform p-type film in equilibrium has no null at all. Real polycrystalline films also break the assumption of uniformity through grain boundaries, whose effect is not computed here. The 495 K is therefore a property of the stated model, and a Hall sign measured near such a crossing does not by itself identify the majority carrier.
